# Why longitudinal polarization waves pay for depolarization and transverse waves do not

A model of a ferroelectric film that gives polarization only a local energy and a gradient energy makes a serious error. It predicts that slow variations cost almost no extra energy, whichever way the polarization points. A pattern in which polarization varies along its own direction then looks as easy to form as one in which it varies sideways. For a modulation of 2 µC/cm² in a medium of background permittivity 20, the first pattern carries an internal field of 1.1 MV/cm that the model has missed. In a bulk insulator, making the pattern longer does not weaken this field. In a film this holds for a wave along the normal as long as whole periods fit across the thickness, and for an in-plane wave only while its wavelength is short compared with the thickness.

## What happens

Let the soft-mode polarization be

\[
\mathbf P(\mathbf r)=P_0\,\mathbf u\cos(\mathbf q\cdot\mathbf r),\qquad |\mathbf u|=1 ,
\]

with wavelength \(\lambda=2\pi/q\) far above the lattice spacing. All other polarization, electronic and from the remaining lattice modes, is a linear isotropic background of relative permittivity \(\varepsilon_b\); write \(\varepsilon=\varepsilon_0\varepsilon_b\). There is no mobile charge, the sample is unbounded and fields are static. The mean depolarization energy density is then

\[
W=\frac{P_0^2(\mathbf u\cdot\hat{\mathbf q})^2}{4\varepsilon}.
\tag{1}
\]

A longitudinal wave, \(\mathbf u\parallel\mathbf q\), pays \(P_0^2/4\varepsilon\) at any such wavelength. A transverse wave, \(\mathbf u\perp\mathbf q\), pays nothing.

## Why: dilute charge, long separation

Bound charge is the negative divergence of polarization. Differentiating the cosine gives a second minus sign, so

\[
\rho=-\nabla\cdot\mathbf P=P_0(\mathbf u\cdot\mathbf q)\sin(\mathbf q\cdot\mathbf r).
\]

In a transverse wave the displacements lie within planes of constant phase. As much charge enters any small volume as leaves it, so \(\rho=0\) and there is no source of field.

Otherwise Poisson's equation, \(-\varepsilon\nabla^2\phi=\rho\), applies. On a sine wave \(-\nabla^2\) multiplies by \(q^2\), hence

\[
\phi=\frac{\rho}{\varepsilon q^2}
=\frac{P_0(\mathbf u\cdot\mathbf q)}{\varepsilon q^2}\sin(\mathbf q\cdot\mathbf r),
\qquad
\mathbf E=-\nabla\phi=-\frac{\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)}{\varepsilon}.
\tag{2}
\]

The charge density scales as \(q\), the potential as \(1/q\), and the field not at all.

To find the energy, build up the soft-mode polarization from zero by a factor \(s\). The potential is then \(s\phi\), and the work is \(\int_0^1 s\,ds\,\langle\rho\phi\rangle=\tfrac12\langle\rho\phi\rangle\). This includes the energy stored in the background. Since \(\langle\sin^2\rangle=\tfrac12\),

\[
W=\frac12\langle\rho\phi\rangle
=\frac12\cdot\frac{P_0^2(\mathbf u\cdot\mathbf q)^2}{\varepsilon q^2}\cdot\frac12 ,
\]

which is equation (1). It also equals \(\tfrac12\varepsilon\langle E^2\rangle\).

A capacitor picture explains the cancellation. The charge per area in one half-wave of a longitudinal wave is

\[
\int_0^{\pi/q}qP_0\sin(qz)\,dz=2P_0 ,
\]

whatever the wavelength. Stretching the wave moves fixed sheets of charge apart. As in a capacitor with fixed charge, the field stays the same while the voltage grows.

Equation (1) was tested at oblique angles by solving Poisson's equation on a periodic 96 × 96 grid, with the charge taken from differences of \(\mathbf P\). Relative to the longitudinal formula, the energies at 0°, 40° and 90° between \(\mathbf u\) and \(\mathbf q\) were 0.9964, 0.5838 and 0.0000. The expected \(\cos^2\) values are 1, 0.5868 and 0; the deviations, at most 0.4% of the longitudinal cost, are of the size expected from the finite grid.

If the background is anisotropic, \(\varepsilon_bq^2\) in Poisson's equation becomes \(\mathbf q\cdot\boldsymbol\varepsilon_b\mathbf q\). The longitudinal cost then depends on direction, but the transverse source is still zero.

## The same result from individual dipoles

Consider rigid point dipoles on a simple cubic lattice in vacuum, with the wave running along a cube axis. Each lattice plane normal to \(\mathbf q\) is uniformly polarized. Its field outside splits into in-plane Fourier components. The uniform component vanishes, because a uniform dipole sheet has no external field. The others satisfy Laplace's equation and decay at least as fast as \(e^{-2\pi z/a}\), where \(a\) is the spacing. A dipole therefore feels its own plane and the nearest few, which have almost its own phase when \(\lambda\gg a\). That is why the wavelength drops out.

Summing the dipole fields gives, in units of \(P/\varepsilon_0\), local fields of −0.7189 (longitudinal) and +0.3594 (transverse) from the dipole's own plane. With neighbouring planes included, they become −0.6667 and +0.3333 at wavelengths of 200 and 1000 spacings. The difference is −1, as equation (2) requires for \(\varepsilon_b=1\).

The transverse local field is not zero. It is \(+P/3\varepsilon_0\), a short-range contribution that favours polarization and belongs in the local stiffness. What a transverse wave avoids is the macroscopic depolarization field.

## Zero wave vector is a separate case

If the longitudinal cost is constant as \(q\to0\), it may seem that uniform polarization must pay it too. That depends on the circuit. Put a film of thickness \(d\) between ideal metal plates, with \(P(z)\) along the normal. Without free charge inside, \(D=\varepsilon E+P\) is uniform, so \(E=(D-P)/\varepsilon\). Short-circuited plates require \(\langle E\rangle=0\), hence \(D=\langle P\rangle\) and

\[
W=\frac{\varepsilon}{2}\langle E^2\rangle
=\frac{\langle P^2\rangle-\langle P\rangle^2}{2\varepsilon}.
\tag{3}
\]

Uniform polarization costs nothing, because the plates supply the compensating charge. A wave with a whole number of periods has \(\langle P\rangle=0\) and \(\langle P^2\rangle=P_0^2/2\), and it pays the full \(P_0^2/4\varepsilon\). The plates cannot reach the charge inside the film.

Between these cases, let \(\lambda\gg d\) and let \(\alpha\) be the phase at mid-film. To first order \(P\) varies linearly, with slope \(-P_0q\sin\alpha\). The variance of position across the film is \(d^2/12\), so

\[
W\simeq\frac{P_0^2q^2d^2\sin^2\alpha}{24\,\varepsilon}
\qquad(|\tan\alpha|\gtrsim qd).
\]

Between shorted plates, the cost thus falls towards zero once the wave is much longer than the film. With isolated, uncharged plates \(D=0\) instead, and uniform polarization pays \(P^2/2\varepsilon\).

## Stiffness and frequency

Let the local energy of a small soft-mode displacement be \(\tfrac12aP^2\), with \(a=1/(\varepsilon_0\chi)\) and \(\chi\) the soft-mode susceptibility. Its average over a wave is \(\tfrac14aP_0^2\). Adding equation (1) turns \(a\) into \(a+1/\varepsilon\) for a longitudinal wave and leaves it unchanged for a transverse one. With the same inertia, no damping, negligible gradient energy and a background that follows the motion without delay, squared frequencies are proportional to stiffness:

\[
\frac{\omega_L^2}{\omega_T^2}=\frac{a+1/(\varepsilon_0\varepsilon_b)}{a}
=1+\frac{\chi}{\varepsilon_b}=\frac{\varepsilon_b+\chi}{\varepsilon_b}.
\]

For \(\varepsilon_b=20\) and \(\chi=10\) the stiffness ratio is 1.5 and the frequency ratio 1.22. Other lattice modes in the background follow without delay only if their frequencies are much higher than that of the soft mode; otherwise the frequency ratio changes. If \(a\) falls towards zero at an instability, the transverse wave softens while the longitudinal stiffness stays near \(1/\varepsilon\).

A moving transverse wave does have a small induced field. With \(k_0=\omega/c\), Maxwell's equations give

\[
q^2\mathbf E-\mathbf q(\mathbf q\cdot\mathbf E)=k_0^2\left(\varepsilon_b\mathbf E+\mathbf P/\varepsilon_0\right).
\]

For longitudinal fields the left side vanishes, which returns equation (2). For transverse fields the second term on the left is zero, and solving for the field gives

\[
\mathbf E_T=\frac{k_0^2\,\mathbf P}{\varepsilon_0(q^2-\varepsilon_bk_0^2)} .
\]

At 5 THz and \(\lambda=10\) nm this is \(5.6\times10^{-7}\) of the longitudinal field. The induced field is negligible beside the longitudinal one when \(\lambda\) is far below the light wavelength in the background, here 13 µm. Its effect on the transverse frequency is set by comparison with \(a\) and is of relative size \(\chi k_0^2/q^2\), so \(\lambda\) must also be far below \(2\pi/(k_0\sqrt\chi)\). For a softened mode this is the stricter condition: with \(\chi=1000\) and 0.5 THz, a wavelength of one tenth of the background light wavelength lowers the transverse frequency by 18%.

## Surfaces make transverse waves pay

Now let the polarization point along the film normal and vary sideways, \(P_z=P_0\cos qx\). The wave is transverse and has no volume charge, but it ends at the surfaces \(z=\pm d/2\), leaving charge \(\pm P_0\cos qx\). Represent an imperfect electrode by a vacuum gap \(l\) between each surface and an ideal grounded metal.

The potential is odd in \(z\) and obeys Laplace's equation in each region. With \(\Phi\) its amplitude at the upper surface,

\[
\phi_{\rm film}=\Phi\frac{\sinh qz}{\sinh(qd/2)}\cos qx,\qquad
\phi_{\rm gap}=\Phi\frac{\sinh q(d/2+l-z)}{\sinh ql}\cos qx .
\]

These agree at the surface, and the second vanishes at the metal. Just above and below the surface the normal fields have amplitudes \(+q\Phi\coth ql\) and \(-q\Phi\coth(qd/2)\). Gauss's law, \(\varepsilon_0E_{\rm gap}-\varepsilon E_{\rm film}=\sigma\), gives

\[
\varepsilon_0q\Phi\left[\coth ql+\varepsilon_b\coth(qd/2)\right]=P_0 .
\]

Each surface contributes \(\tfrac12\langle\sigma\phi\rangle=\tfrac14P_0\Phi\) per area. The two together, divided by \(d\), give an energy density \(P_0\Phi/2d\). Relative to the longitudinal bulk cost at the same \(P_0\), this is

\[
R=\frac{2\varepsilon\Phi}{P_0d}
=\frac{2\varepsilon_b}{qd}\,
\frac{1}{\varepsilon_b\coth(qd/2)+\coth ql}.
\tag{4}
\]

Perfect contact, \(l\to0\), gives \(R=0\). Without electrodes, \(\coth ql\to1\). Then \(R\) falls as \(1/(qd)\) for waves much shorter than the thickness and tends to 1 for very long ones, which look locally like a uniformly polarized bare slab. With electrodes and both \(qd\) and \(ql\) small, \(\coth x\simeq1/x\) gives

\[
R\simeq\frac{1}{1+d/(2\varepsilon_bl)} .
\]

## When the material stops being an insulator

Mobile charge removes the long-wavelength cost. Let singly charged carriers of both signs have total density \(n\), half of each sign. For \(e|\phi|\ll k_BT\) their charge density is

\[
\frac{en}{2}\left(e^{-e\phi/k_BT}-e^{e\phi/k_BT}\right)\simeq-\varepsilon\kappa^2\phi,
\qquad \kappa^2=\frac{ne^2}{\varepsilon k_BT}.
\]

Adding this to Poisson's equation gives \(\varepsilon q^2\phi=\rho-\varepsilon\kappa^2\phi\), so \(\phi=\rho/[\varepsilon(q^2+\kappa^2)]\). The free energy, again \(\tfrac12\langle\rho\phi\rangle\) by reversible charging, is the insulating value times \(q^2/(q^2+\kappa^2)\). It vanishes as \(q\to0\).

At larger amplitude, supply also matters. Full compensation needs \(2P_0\) per area in each half-wave. The carriers of one sign within a period provide \(en\lambda/2\), so without supply from outside the wavelength must exceed \(4P_0/(en)\). Carriers of a single sign with density \(n\), on a fixed neutralizing background, give the same \(\kappa\) at small potential. Their limit is stricter. Where they are removed, the exposed charge density cannot exceed \(en\), while the wave has a peak charge density of \(2\pi P_0/\lambda\). Full compensation therefore needs \(\lambda\ge2\pi P_0/(en)\).

A material without carriers has a limit too. By equation (2) the potential swings by \(2P_0/(\varepsilon q)=P_0\lambda/(\pi\varepsilon)\). When this reaches the band gap \(E_g\), at

\[
\lambda_g=\frac{\pi\varepsilon E_g}{eP_0},
\]

the conduction-band edge at the potential maximum meets the valence-band edge at the minimum. Beyond this wavelength electron transfer is energetically favourable, if one neglects the confinement energy of the electron and the hole, which raises the threshold somewhat. The rate of transfer is another matter. Independence of wavelength thus extends to arbitrarily long waves only for vanishing amplitude.

## How large

The example has the scale of a hafnia memory capacitor: \(d=10\) nm, \(\varepsilon_b=20\), \(\chi=10\), remanent polarization 20 µC/cm² and temperature 300 K. All material values are rough. The wave amplitude is \(P_0=2\) µC/cm² = 0.02 C/m². The longitudinal field amplitude is \(P_0/\varepsilon=1.129\times10^8\) V/m, or 1.13 MV/cm, and

\[
W=\tfrac14P_0\frac{P_0}{\varepsilon}
=\tfrac14(0.02)(1.129\times10^8)\ \text{J/m}^3
=0.565\ \text{J/cm}^3 ,
\]

or 3.5 meV/nm³. Solving Poisson's equation for one period between shorted plates, with plate spacing equal to the wavelength, shows the cancellation:

| λ (nm) | peak charge (e/nm³) | swing (V) | field (MV/cm) | W (J/cm³) |
|---|---|---|---|---|
| 5 | 0.157 | 0.18 | 1.13 | 0.565 |
| 10 | 0.078 | 0.36 | 1.13 | 0.565 |
| 100 | 0.008 | 3.60 | 1.13 | 0.565 |

From the first row to the last the charge density falls twentyfold and the voltage rises twentyfold. The 100 nm row describes a thicker sample. In the 10 nm film such a wave fits only in the plane, \(P_x=P_0\cos qx\), and its field then escapes through the surfaces. Matching potentials as for equation (4), now even in \(z\), gives the energy relative to equation (1) as \(1-(2/qd)\coth ql\,/\,[\varepsilon_b+\coth ql\,\coth(qd/2)]\). This is 0.86 at 100 nm and 0.39 at 1000 nm without electrodes, and 0.80 at 10 nm and 0.050 at 100 nm with a 0.05 nm gap. Longitudinal values quoted below for wavelengths beyond the thickness are bulk values.

The field is 0.28 of an assumed breakdown field of 4 MV/cm. It is, however, comparable with the coercive field of hafnia films, roughly 1 to 2 MV/cm, so local switching, which the model omits, may set in first. A wave with the full remanent amplitude would need 11.3 MV/cm and 56 J/cm³, well past the assumed breakdown field, so the linear insulating model is not reliable there. For a 5.5 eV gap, the bulk \(\lambda_g\) is 153 nm at the small amplitude and 15 nm at the remanent one; both exceed the film thickness.

For the transverse wave in the film, equation (4) gives:

| λ (nm) | R, no electrodes | R, gap 0.05 nm |
|---|---|---|
| 10 | 0.30 | 0.12 |
| 100 | 0.95 | 0.17 |

Even a gap far below an atomic diameter matters, because the film's own dielectric thickness, \(d/\varepsilon_b\), is small as well.

Mobile charge can matter more. Electrons at \(10^{15}\) cm⁻³ give a Debye length \(1/\kappa\) of 169 nm and leave 0.9999 of the small-amplitude longitudinal cost at 10 nm. Charged defects at \(10^{19}\) cm⁻³, if given time to move, give 1.7 nm and leave 0.53 at 10 nm and 0.011 at 100 nm. At this density a sphere with a radius of one Debye length holds only about 0.2 charges on average, so the formula, which treats the charge as smooth, gives only a rough estimate at 10 nm. It also assumes a small potential. For the example's \(P_0\) at 10 nm the potential amplitude without carriers is 0.18 V, about seven times \(k_BT/e\), so the fraction 0.53 does not apply to that wave; the nonlinear equation with a fixed number of carriers leaves about 0.68. At \(P_0=2\) µC/cm² these defects could supply full compensation only above about 50 nm if both signs are mobile, or 78 nm if only one is, and the electrons, on a fixed background, only above about 0.8 mm.

Smaller corrections add to the longitudinal cost and have transverse counterparts. A gradient energy \(\tfrac12g|\nabla P|^2\), with \(g=10^{-10}\) J m³/C², averages to \(\tfrac14gq^2P_0^2\), or 0.7% of \(W\) at 10 nm. On a remanent background \(P_r\), electrostriction \(Q=0.05\) m⁴/C² gives a strain amplitude \(2QP_rP_0\). Clamping it completely with a modulus of 200 GPa would cost about 1.4% of \(W\). In a longitudinal wave the strain along \(\mathbf q\) can relax freely, so only the strains across \(\mathbf q\) are clamped. The choice of background matters more: \(\varepsilon_b=15\) or 25 gives 0.75 or 0.45 J/cm³.

## Beside a real capacitor

Polycrystalline hafnia films about 10 nm thick can be ferroelectric, with remanent polarization of order 10 µC/cm², so the example is of the right scale. Real devices break the assumption of perfect electrodes: the 0.05 nm gap, itself an assumed value, moves the transverse cost at 100 nm from zero to 0.17 of the longitudinal one. An interfacial dielectric layer of thickness \(t\) and relative permittivity \(\varepsilon_i\), inserted between film and gap, adds \(t/\varepsilon_i\) to the effective gap when \(qt\ll1\) and \(\varepsilon_iql\ll1\). It raises \(R\) if \(\varepsilon_i<\coth ql\) and lowers it otherwise, which can happen even for waves longer than the film, the gap and the layer: at \(\lambda=100\) nm and \(l=0.5\) nm, a 2 nm layer with \(\varepsilon_i=80\) lowers \(R\) from 0.65 to 0.60. Charged defects break the insulating assumption, and at the assumed density they roughly halve the small-amplitude longitudinal cost at 10 nm. Grain boundaries, where the polar axis turns and bound charge can collect, are not included.

## What to do about it

**In simulations,** obtain the field from Poisson's equation instead of adding \(1/\varepsilon\) to every stiffness, which would penalize transverse patterns too. In a periodic bulk cell, write \(\mathbf P=\sum_{\mathbf q}\mathbf P_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\). Different wave vectors do not mix in the average, so

\[
W=\frac{1}{2\varepsilon}\sum_{\mathbf q\ne0}|\hat{\mathbf q}\cdot\mathbf P_{\mathbf q}|^2 .
\]

A single cosine has \(|\mathbf P_{\pm\mathbf q}|=P_0/2\), which recovers equation (1). Set the \(\mathbf q=0\) term from the circuit. Keep the soft mode out of \(\varepsilon_b\), or its response is counted twice.

**In reading domain patterns,** ask whether the polarization has a divergence, and so bound charge. A single wave has one if its polarization has a component along \(\mathbf q\). In a vortex the contributions from different directions can cancel. If there is bound charge, find the field and the potential from Poisson's equation, then compare the field with breakdown and the potential swing with the gap. For a single longitudinal wave in the bulk the field amplitude is \(P_0/\varepsilon\); for an in-plane wave longer than the film thickness it is smaller, and much smaller between electrodes. A swing beyond the gap means that, in this model, the uncompensated pattern is unstable to electron transfer. Compensating charge is then possible, but transfer can stop once the swing has fallen back to the gap. A swing only just beyond the gap therefore calls for much less than the full \(2P_0\) per area in each half-wave. A field beyond breakdown with a swing below the gap is a warning that the linear model may fail, but does not prove that such charge is present.

**In capacitor design,** sideways modulation of normal polarization is cheap when the surfaces are well screened. For waves long compared with the film and the gap, the condition is \(l\ll d/(2\varepsilon_b)\). At fixed gap and permittivity a thinner film meets it less easily. The numerical output that follows lists most of the values used here. For the electrons it gives \(4P_0/(en)\), about 0.5 mm, which is the limit for carriers of both signs; the 0.8 mm quoted above is the stricter limit for carriers of a single sign.

## Numbers as computed

```
film thickness: 10 nm; temperature: 300 K
background permittivity: 20; soft-mode chi: 10
wave amplitude P0: 2.0 uC/cm2
remanent polarization: 20 uC/cm2
2D Poisson, energy / longitudinal formula, angle(P,q):
  0 deg: 0.9964  (cos^2: 1.0000)
  40 deg: 0.5838  (cos^2: 0.5868)
  90 deg: 0.0000  (cos^2: 0.0000)
dipole lattice, local field in P/eps0 (longit., transv.):
  wavelength 50 spacings: -0.6671, 0.3335
  wavelength 200 spacings: -0.6667, 0.3333
  wavelength 1000 spacings: -0.6667, 0.3333
  own plane only: -0.7189, 0.3594
longitudinal wave, one period between shorted plates:
  wavelength nm | charge e/nm3 | swing V | field MV/cm | J/cm3
  5 | 0.1569 | 0.180 | 1.129 | 0.5647
  10 | 0.0784 | 0.360 | 1.129 | 0.5647
  50 | 0.0157 | 1.798 | 1.129 | 0.5647
  100 | 0.0078 | 3.595 | 1.129 | 0.5647
formula: field 1.129 MV/cm, energy 0.5647 J/cm3
  the same energy: 3.52 meV/nm3
longitudinal/transverse stiffness: 1.500
longitudinal/transverse frequency: 1.225
LIMITS OF THE MODEL (rough inputs)
breakdown field taken: 4.0 MV/cm
  field / breakdown at P0: 0.28
  field at remanent amplitude: 11.3 MV/cm
  energy at remanent amplitude: 56.5 J/cm3
band gap taken: 5.5 eV; swing equals gap at:
  153 nm for P0, 15.3 nm for remanent amplitude
transverse wave in film, cost / longitudinal bulk cost:
  electrode gap taken: 0.05 nm vacuum-equivalent
  10 nm: no electrodes 0.302, electrodes 0.123
  100 nm: no electrodes 0.954, electrodes 0.166
mobile charge, small-amplitude longitudinal cost that remains:
  electrons, 1e+15 cm-3, Debye length 169.04 nm
    at 10, 100, 1000 nm: 0.9999, 0.9912, 0.53008
    enough charge for P0 only above 4.99e+05 nm
  slow charged defects, 1e+19 cm-3, Debye length 1.69 nm
    at 10, 100, 1000 nm: 0.5301, 0.0112, 0.00011
    enough charge for P0 only above 49.9 nm
gradient coefficient taken: 1e-10 J m3/C2
  gradient / depolarization energy, 10 nm: 0.0070
electrostriction 0.05 m4/C2, modulus 200 GPa
  clamped elastic / depolarization energy: 0.0142
retardation at 5 THz, 10 nm: transverse/longit. field 5.6e-07
  light wavelength in background: 13.4 um
energy if eps_b is 15 or 25: 0.753, 0.452 J/cm3
```
